# Imaging a rectilinear mask polygon from its corners

## 1. One rectangle

Take a clear rectangle $a<x'<b$, $c<y'<d$ in an opaque mask, and let $h(x,y)$ be the field produced at displacement $(x,y)$ from a point opening, per unit area of opening. If this response is the same wherever the opening sits, the field at $(x,y)$ is the convolution

$$A(x,y)=\int_a^b\!dx'\int_c^d\!dy'\;h(x-x',y-y').$$

Put $u=x-x'$ and $v=y-y'$. Each substitution gives a minus sign, $dx'=-du$, which is used up in putting the limits back in increasing order:

$$A(x,y)=\int_{x-b}^{x-a}\!du\int_{y-d}^{y-c}\!dv\;h(u,v).$$

This is the integral of $h$ over a rectangle. Define once and for all

$$H(x,y)=\int_0^x\!du\int_0^y\!dv\;h(u,v),$$

where an integral with a negative upper limit carries the usual sign. Since $\int_{x-b}^{x-a}=\int_0^{x-a}-\int_0^{x-b}$, and likewise in $y$,

$$A=H(x-a,y-c)-H(x-b,y-c)-H(x-a,y-d)+H(x-b,y-d).$$

There is one term per corner. The lower-left and upper-right corners carry $+1$, the other two $-1$. The area integral has been done in advance, and moving an edge changes only the arguments of $H$.

Two limits test this. For $h=1$ we have $H=xy$, and the four terms give

$$[(x-a)-(x-b)]\,[(y-c)-(y-d)]=(b-a)(d-c),$$

the area, as they must. For a very small rectangle and a continuous $h$, the four terms form a mixed second difference of $H$. This tends to $(b-a)(d-c)\,\partial_x\partial_yH=(b-a)(d-c)\,h$, the field of a small opening.

## 2. Two rectangles making an L

Stack a narrow rectangle $0<x<p$, $t<y<q$ on a wide one, $0<x<w$, $0<y<t$, with $p<w$. The field is linear in the mask, so the eight corner terms add. The signs are

- wide: $(0,0)+$, $(w,0)-$, $(w,t)+$, $(0,t)-$;
- narrow: $(0,t)+$, $(p,t)-$, $(p,q)+$, $(0,q)-$.

The point $(0,t)$ appears twice with opposite signs and drops out. It is no corner of the L. The six survivors, in counter-clockwise order, are

$$(0,0)+,\;(w,0)-,\;(w,t)+,\;(p,t)-,\;(p,q)+,\;(0,q)-.$$

The signs alternate along the boundary, even through the re-entrant corner $(p,t)$. In each case a plus sign belongs to a corner reached along a vertical edge. As $p\to w$ the terms at $(w,t)$ and $(p,t)$ cancel, leaving the four terms of a single rectangle.

## 3. Any rectilinear region

Let $P$ be a bounded region whose boundary is made of closed loops of alternating horizontal and vertical edges. The loops neither cross nor touch. Outer loops run counter-clockwise and holes clockwise, so the interior always lies to the left of the direction of travel. For corner $j$ at $(x_j,y_j)$ set

$$s_j=\begin{cases}+1,&\text{arriving edge vertical}\\-1,&\text{arriving edge horizontal.}\end{cases}$$

The claim is

$$\boxed{A(x,y)=\iint_P h(x-x',y-y')\,dx'dy'=\sum_j s_j\,H(x-x_j,y-y_j)}$$

for every locally integrable $h$, real or complex. Local integrability means that $|h|$ has a finite integral over every bounded area. Then $H$ exists and the order of its two integrations does not matter.

**The region as a sum of quadrants.** Let $\chi(x,y)$ be 1 inside $P$ and 0 outside, and let $\theta$ be the unit step. Come in from far left along a horizontal line at height $y$, avoiding the heights of the corners. The count starts at zero, outside. A downward edge has the interior on its right-hand side as seen on the page, so crossing it rightwards enters $P$ and adds 1. Crossing an upward edge leaves $P$ and subtracts 1. For a vertical edge at $x_e$ running from $y_a$ to $y_b$, both cases are contained in

$$\theta(x-x_e)\,[\theta(y-y_b)-\theta(y-y_a)].$$

For a downward edge, $y_b<y_a$, the bracket is $+1$ between the two heights; for an upward edge it is $-1$; elsewhere it vanishes. The end of a vertical edge thus carries $+1$ and its start $-1$. Every corner lies on one vertical edge, as its end if the arriving edge is vertical and as its start otherwise. Hence, away from the lines containing edges,

$$\chi(x,y)=\sum_j s_j\,\theta(x-x_j)\,\theta(y-y_j).$$

The excluded lines have zero area and do not affect the integral.

**Cancellation along lines.** A vertical edge has $s=-1$ at its start and $+1$ at its end. A horizontal edge starts at a corner reached vertically, $s=+1$, and ends at one reached horizontally, $s=-1$. So both kinds have opposite signs at their ends. Grouping the corners by vertical edges, and then by horizontal edges, gives for any functions $\alpha,\beta$

$$\sum_j s_j\,\alpha(x_j)=0,\qquad \sum_j s_j\,\beta(y_j)=0.$$

**The integral.** Choose $X$ larger than all $x_j$ and $Y$ larger than all $y_j$. Nothing is lost by integrating only over $x'<X$, $y'<Y$, and each quadrant becomes a finite rectangle:

$$A=\sum_j s_j\int_{x_j}^{X}\!dx'\int_{y_j}^{Y}\!dy'\,h(x-x',y-y').$$

By the formula for one rectangle, the $j$th integral is

$$H(x-x_j,y-y_j)-H(x-X,y-y_j)-H(x-x_j,y-Y)+H(x-X,y-Y).$$

At a fixed image point the second term depends on $y_j$ alone, the third on $x_j$ alone, and the fourth on neither. All three vanish in the signed sum. The first term remains, which proves the result.

The same cancellation shows that $H(x,y)$ may be replaced by $H(x,y)+\alpha(x)+\beta(y)$ without changing $A$. The lower limits in $H$ are therefore free, provided the integrals exist.

For a first test take $h=1$ again. Expanding $(x-x_j)(y-y_j)$, all terms but $x_jy_j$ cancel, so the area of $P$ is $\sum_js_jx_jy_j$. The mask used from here on is an L-shaped trench with a widened end, or hammerhead. Its corners in nm are

$$(0,0),(450,0),(450,150),(150,150),(150,520),$$
$$(170,520),(170,600),(-20,600),(-20,520),(0,520).$$

The first is reached vertically. The nonzero products give

$$67500-22500+78000-88400+102000+12000-10400=138200\ \text{nm}^2.$$

Its three rectangles give the same: $450\times150+150\times370+190\times80=138200$.

## 4. A kernel that is singular and has a long tail

The kernel $h=1/r$, $r=\sqrt{x^2+y^2}$, is infinite at the origin and has an infinite integral over the plane, but is locally integrable. Its double integral is

$$H=x\,\operatorname{arsinh}\frac{y}{|x|}+y\,\operatorname{arsinh}\frac{x}{|y|}.$$

To see this for $x,y>0$, differentiate with respect to $y$. The first term gives $x/r$, the second $\operatorname{arsinh}(x/y)-x/r$, and the sum is $\operatorname{arsinh}(x/y)$. Its $x$ derivative is $1/r$. Moreover $H$ vanishes on both axes. Its signs in the other quadrants follow because $h$ is even in each variable, so $H$ is odd in each.

The area integral can also be done in polar coordinates about the image point. The factor $1/r$ cancels the $r$ in the area element, leaving $\int_0^{2\pi}\ell(\varphi)\,d\varphi$, where $\ell$ is the length of the ray at angle $\varphi$ lying inside the mask. At $(75.3,333.7)$ nm, inside the mask, the corner sum and a Gauss–Legendre integration of ray lengths both give 1070.165 nm. At $(263.1,288.4)$ nm, outside it, both give 593.334 nm. Neither the singularity nor the tail does harm.

## 5. The kernel of a lens

For a lens of numerical aperture NA at wavelength $\lambda$, let $\kappa=\mathrm{NA}/\lambda$. In the scalar model the pupil function $P(\mathbf g)$ is 1 for $|\mathbf g|<\kappa$ in focus and 0 beyond. From here on, $P$ as a factor means this pupil function, and $P$ as a domain of integration still means the mask region. All lengths are at wafer scale. A plane wave from the source multiplies the mask by $e^{2\pi i\mathbf s\cdot\mathbf r'}$. The field is then

$$E_{\mathbf s}(\mathbf r)=\iint_P e^{2\pi i\mathbf s\cdot\mathbf r'}h_0(\mathbf r-\mathbf r')\,d^2r',\quad h_0(\mathbf r)=\int P(\mathbf g)e^{2\pi i\mathbf g\cdot\mathbf r}d^2g.$$

Writing $\mathbf r'=\mathbf r-(\mathbf r-\mathbf r')$ in the exponent gives $E_{\mathbf s}=e^{2\pi i\mathbf s\cdot\mathbf r}A_{\mathbf s}$, where $A_{\mathbf s}$ is the convolution of the plain polygon with

$$h_{\mathbf s}(\mathbf r)=\int P(\mathbf g)\,e^{2\pi i(\mathbf g-\mathbf s)\cdot\mathbf r}\,d^2g.$$

The phase in front has unit modulus and drops out of the intensity. Integrating the exponential over $x$ and $y$,

$$H_{\mathbf s}(x,y)=\int P(\mathbf g)\,K(g_x-s_x,x)\,K(g_y-s_y,y)\,d^2g,$$
$$K(f,x)=\int_0^xe^{2\pi ifu}du=\frac{e^{2\pi ifx}-1}{2\pi if},\qquad K(0,x)=x.$$

**Why the lower limit is zero.** For $\mathbf s=0$ and perfect focus, the angular integral gives

$$h_0(r)=2\pi\int_0^\kappa J_0(2\pi\rho r)\rho\,d\rho=\frac{\kappa J_1(2\pi\kappa r)}{r},$$

using $(zJ_1)'=zJ_0$. Integrating $|h_0|$ over a disc of radius $R$ gives $\int_0^{2\pi\kappa R}|J_1(u)|\,du$. At large $u$ the envelope of $J_1$ is $\sqrt{2/(\pi u)}$, so the integral grows as $\sqrt R$ without bound. With $\lambda=193$ nm and NA $=0.75$, numerical integration gives 15.29 for $R=10$ µm and 62.91 for $R=160$ µm. The ratio is 4.1, near the asymptotic 4 for sixteen times the radius. A double integral from $-\infty$ would hence need a prescription for its conditional convergence. The integral from zero needs none.

**A large opening.** Split $K$ into

$$K(f,x)=\frac{\sin2\pi fx}{2\pi f}+\frac{\cos2\pi fx-1}{2\pi if}.$$

The second part is odd in $f$. The in-focus pupil is even in $g_x$ and $g_y$ separately, so for $\mathbf s=0$ only the first parts survive:

$$H_0=\int P\,\frac{\sin2\pi g_xx}{2\pi g_x}\,\frac{\sin2\pi g_yy}{2\pi g_y}\,d^2g.$$

Thus $H_0$ is real and odd in each variable. For large positive $x$, $\sin(2\pi fx)/(\pi f)$ acts as $\delta(f)$, so each factor acts as $\tfrac12\delta$ and $H_0\to P(0)/4=1/4$. Deep inside a large rectangle each of the four signed terms tends to $1/4$, and the field tends to 1, the clear field.

## 6. Ten terms for the trench

The trench arm is 150 nm wide, or $150\times0.75/193=0.583$ in units of $\lambda/\mathrm{NA}$. At its centre line take the point $(75,335)$ nm. The pupil integral is evaluated with 16 Gauss–Legendre radii and 44 equally spaced angles. For $\mathbf s=0$ the terms are:

| Corner (nm) | $s_j$ | $H_0$ |
|---|---:|---:|
| (0, 0) | + | 0.237525 |
| (450, 0) | − | −0.275302 |
| (450, 150) | + | −0.275537 |
| (150, 150) | − | −0.261775 |
| (150, 520) | + | 0.261775 |
| (170, 520) | − | 0.298403 |
| (170, 600) | + | 0.261363 |
| (−20, 600) | − | −0.261363 |
| (−20, 520) | + | −0.298403 |
| (0, 520) | − | −0.261775 |

The signed sum is 0.948535 of the clear-field amplitude. The magnitudes run from 0.238 to 0.298, on both sides of the limiting $1/4$. The limit is approached slowly and with oscillations: the two corners at $x=450$ nm, at least 185 nm away in both directions, still give magnitudes 10% above it. Closer to an edge some entries would be much smaller, because $H_0$ vanishes when either argument is zero.

Regrouping shows where the field comes from. The arm between $y=150$ and 520 nm has four equivalent corners about this point and gives $4\times0.261775=1.0471$. The hammerhead gives $2(0.261363-0.298403)=-0.0741$. The foot below $y=150$ nm gives

$$0.237525+0.275302-0.275537-0.261775=-0.0245,$$

where the last term belongs to the point $(0,150)$, found from the oddness of $H_0$. The total is 0.9485.

The negative hammerhead term has a direct cause. The first two zeros of $J_1$, at 3.832 and 7.016, put the first negative ring of $h_0$ between radii of 157 and 287 nm. The hammerhead lies between 185 and $\sqrt{95^2+265^2}=282$ nm from the point, wholly inside that ring. Opening more of the mask can therefore lower the field here.

**Tabulating $H$.** In repeated use $H_0$ is stored on a square grid of pitch $\Delta$ and read by bilinear interpolation. In one dimension the leading interpolation error at distance $\xi$ from a node is $\tfrac12\xi(\Delta-\xi)$ times the second derivative in magnitude, so it falls as $\Delta^2$; the two directions add at this order. At 500 random points in the mask's bounding rectangle, the largest field error, relative to the clear-field amplitude, is $2.6\times10^{-3}$ for $\Delta=10$ nm and $6.5\times10^{-4}$ for 5 nm. The tables span $\pm620$ nm and hold 15,625 and 62,001 entries. If image points and corners both lie on the grid, no interpolation is needed. At cell centres, where the leading error is greatest, the largest errors are $2.8\times10^{-3}$ and $7.0\times10^{-4}$. One field value takes ten lookups, each reading four table entries. Direct summation over 10 nm pixels would take 1382 kernel values for this mask area; its largest error, about $9\times10^{-4}$, lies between those of the two tables.

## 7. From field to intensity

An extended source consists of mutually incoherent points, whose intensities add:

$$I(\mathbf r)=\sum_{\mathbf s}w_{\mathbf s}\Big|\sum_js_jH_{\mathbf s}(\mathbf r-\mathbf r_j)\Big|^2,\qquad\sum_{\mathbf s}w_{\mathbf s}=1.$$

A source point inside the pupil gives a clear field of modulus 1, so the clear intensity is 1.

The corner sum belongs inside the square. For two separate openings, $|A_1+A_2|^2$ contains $2\,\mathrm{Re}(A_1A_2^*)$, so intensity is in general not additive over the mask. A corner sum of one fixed kernel would be additive.

Expanding the square gives an equivalent form. The source phases combine to $e^{2\pi i\mathbf s\cdot(\mathbf r_1-\mathbf r_2)}$, so

$$I=\iint_P\!d^2r_1\iint_P\!d^2r_2\;h_0(\mathbf r-\mathbf r_1)h_0^*(\mathbf r-\mathbf r_2)\,J(\mathbf r_1-\mathbf r_2).$$

For a uniform disc source of radius $\sigma\kappa$, the disc integral used for $h_0$, divided by the source area, gives $J(d)=2J_1(z)/z$ with $z=2\pi\sigma\kappa d$.

Take $\sigma=0.6$, with 9 radii and 28 angles on the source, 252 points in all. The corner sums give $I=0.802121$ at $(75,335)$ nm and $0.344297$ at $(75,590)$ nm. Evaluating the double area integral with $24\times24$ Gauss–Legendre points in each rectangle gives the same six digits. In the limit $\sigma\to0$, $J\to1$ and $I\to|A_0|^2$, which at the first point is $0.948535^2=0.900$. The extended source lowers it to 0.802.

Let the resist open where $I>0.30$. Root-finding on the corner sum puts the edges at $y=335$ nm at $x=-3.12$ and 152.61 nm, a width of 155.7 nm against 150 nm drawn. The unequal outward shifts, 3.12 and 2.61 nm, come from the foot: its extension to the right is the one part of the mask that breaks mirror symmetry about $x=75$ nm. Along $x=75$ nm the trench ends at 596.6 nm, 3.4 nm short of the drawn end.

## 8. What the example leaves out

The optical settings are in the regime of dry ArF lithography. The threshold is a round model parameter, not a calibrated resist constant. Each effect below was added alone, with the threshold held at 0.30.

- **Polarization.** In a resist of rough index $n=1.7$, a ray has direction cosines $a=\lambda g_x/n$, $b=\lambda g_y/n$ and $c=\sqrt{1-a^2-b^2}$. With $q=a^2+b^2$, light polarized along $x$ acquires the components $1-a^2(1-c)/q$, $-ab(1-c)/q$ and $-a$; for $y$, exchange $a$ and $b$ and the first two components. Each multiplies $P$ and defines another kernel, so the corner sum still applies. Averaging both polarizations changes the width by $+1.7$ nm and the line end by $-0.4$ nm, positive meaning outward. Interface reflections are omitted, and so is the radiometric factor by which a reducing lens raises the amplitude of steep rays; neither is included in these shifts, and neither is negligible beside them. For a 4× lens, with the intensity renormalised to the clear field, adding the radiometric factor turns the two shifts into $+2.9$ and $+2.3$ nm. Adding also the angle-dependent transmission from air into a thick resist gives $+2.0$ and $+0.1$ nm.
- **Defocus.** A distance $z=100$ nm in air multiplies $P$ by $\exp[2\pi i(z/\lambda)(\sqrt{1-\lambda^2g^2}-1)]$. The width changes by $+0.3$ nm and the line end by $-3.3$ nm. The same distance measured inside a medium of index $n$ has $\sqrt{n^2-\lambda^2g^2}-n$ in the exponent; for $n=1.7$ the shifts are only $+0.05$ and $-0.9$ nm.
- **Mask topography.** A real absorber has thickness. Its effect is represented here only by an edge bias, which leaves out the phase errors that a thick absorber also causes. Moving every edge outward by 1 nm changes the width by $+1.7$ nm and the line end by $+1.6$ nm. This is a sensitivity, not an estimate of the bias itself.
- **Mask-corner rounding.** A 10 nm radius, built as a fine rectilinear staircase, moves the line end by about $-0.1$ nm to first order.
- **Resist blur.** A Gaussian blur of standard deviation 15 nm, a rough value, was averaged with three Gauss–Hermite points per axis. The first-order edge shift is $-\Delta I/(\partial I/\partial n)$, with $n$ here the outward normal coordinate. It gives $+2.0$ nm in width and $-0.5$ nm at the line end. Locating the edges directly on the blurred image raises the width shift to $+2.2$ nm.

In this example the shifts computed above reach a few nanometres, so the hundredths in the printed edges describe the model and not a wafer. The largest of these computed shifts, for the inputs chosen, is that of the line end with 100 nm of defocus in air; the ranking changes if that distance is measured in the resist.

These omissions concern the imaging model. The corner identity itself requires axis-parallel edges and one kernel for the whole polygon. A slanted or curved edge needs a staircase approximation or another edge integral. If aberrations vary appreciably across the polygon, $h$ no longer depends on displacement alone, and one table of $H$ cannot represent it.
